# Pairing of two dopants in a nanoscale volume and bulk mass action

## Problem

A volume $V$ contains exactly two identical dopants A. They can move within $V$ but cannot leave it, and no others can enter. Each dopant is either single or bound to the other, through the reaction

$$\mathrm{A}+\mathrm{A}\rightleftharpoons \mathrm{A}_2 .$$

In a large, dilute crystal the same reaction has the equilibrium constant $K=[\mathrm{A}_2]/[\mathrm{A}]^2$, which has the dimension of a volume. Temperature, Fermi level and the supply of native point defects are the same in both systems, so $K$ is the same. Separated dopants exert no forces on each other, and the volume they exclude is negligible.

**(a)** Find the equilibrium probability $p$ that the two dopants are paired.

**(b)** Find the fraction $x$ of dopants in pairs that bulk mass action predicts at the same total concentration, $2/V$.

**(c)** Determine when bulk mass action overestimates pairing and when it underestimates it. Give the limits of weak and strong binding.

**(d)** Identify the step in the bulk argument that fails for two dopants. Extend the exact treatment to $M$ dopants.

**(e)** Evaluate both results at 700, 900 and 1050 °C for two donors in a silicon cube of $10\times10\times10$ unit cells. A pair occupies nearest-neighbour sites ($z=4$) and has an effective binding free energy $E=0.80$ eV, held fixed as the temperature changes. Count single donors as active and paired donors as inactive.

**(f)** Estimate how the main neglected effects change the result at 900 °C, and how long equilibration takes. Use a relative permittivity of 11.7 and a rough donor diffusivity $D=D_0\exp(-E_D/kT)$, with $D_0=0.07$ cm²/s and $E_D=3.4$ eV.

## Solution

### (a) Exactly two dopants

Let $q_1$ be the partition function of one single dopant in $V$, and $q_2$ that of one pair. Both include the sum over positions, so both are proportional to $V$ when surfaces are ignored. If forming a pair takes up electrons or vacancies from the surroundings, their free-energy cost is included in $q_2$.

To connect these quantities with $K$, consider the dilute bulk. With dopant activity $\zeta$, a single carries a factor $\zeta$ and a pair a factor $\zeta^2$, so that

$$[\mathrm{A}]=\frac{\zeta q_1}{V},\qquad [\mathrm{A}_2]=\frac{\zeta^2q_2}{V}.$$

The activity cancels in the equilibrium constant:

$$K=\frac{\zeta^2q_2/V}{(\zeta q_1/V)^2}=\frac{Vq_2}{q_1^2}.$$

Now put exactly two dopants in the box. If they are separated, the product $q_1^2$ counts each arrangement twice, because exchanging identical dopants gives nothing new. The separated weight is therefore $q_1^2/2$. The paired weight is $q_2$, which already counts each pair once. The odds of pairing are

$$\frac{p}{1-p}=\frac{q_2}{q_1^2/2}=\frac{2K}{V}\equiv\kappa .$$

Solving $p=\kappa(1-p)$ gives

$$\boxed{p=\frac{\kappa}{1+\kappa}=\frac{2K}{V+2K}} .$$

This result is exact for the ideal species defined in the problem. Part (f) estimates the departures from that idealization.

### (b) Bulk mass action

Let $c_1$ and $c_2$ be the bulk concentrations of singles and pairs. Conservation and mass action require

$$c_1+2c_2=\frac2V,\qquad c_2=Kc_1^2 .$$

The paired fraction is $x=2c_2/(2/V)=Vc_2$. Hence $c_2=x/V$ and $c_1=2(1-x)/V$. Substitution gives

$$\frac{x}{V}=K\frac{4(1-x)^2}{V^2}
\quad\Longrightarrow\quad
\frac{x}{(1-x)^2}=\frac{4K}{V}=2\kappa .$$

Expanding the square,

$$2\kappa x^2-(4\kappa+1)x+2\kappa=0 .$$

Define $s=\sqrt{1+8\kappa}$, so that $8\kappa=s^2-1$. Multiplying the quadratic by 4 turns it into

$$(s^2-1)x^2-2(s^2+1)x+(s^2-1)=0,$$

which factors as

$$[(s+1)x-(s-1)]\,[(s-1)x-(s+1)]=0 .$$

The second factor gives $x=(s+1)/(s-1)>1$, which is impossible for a fraction. The physical root is

$$\boxed{x=\frac{s-1}{s+1}},\qquad s=\sqrt{1+8\kappa}.$$

### (c) Comparison at the same $K$ and concentration

In terms of $s$, the exact probability is

$$p=\frac{(s^2-1)/8}{1+(s^2-1)/8}=\frac{s^2-1}{s^2+7}.$$

Therefore

$$p-x=\frac{(s-1)\left[(s+1)^2-(s^2+7)\right]}{(s+1)(s^2+7)} .$$

The square bracket equals $2s-6$, so

$$\boxed{p-x=\frac{2(s-1)(s-3)}{(s+1)(s^2+7)}} .$$

For $\kappa>0$ we have $s>1$, and the sign is that of $s-3$. Since $s=3$ means $\kappa=1$, there are three cases:

- For $\kappa<1$, bulk mass action overestimates pairing.
- At $\kappa=1$, or $V=2K$, both results equal $1/2$.
- For $\kappa>1$, bulk mass action underestimates pairing.

**Weak binding.** For $\kappa\ll1$, $p\simeq\kappa$. Also $s\simeq1+4\kappa$, so $x\simeq4\kappa/2=2\kappa$. The bulk prediction is too large by a factor of two. In the bulk, a given dopant meets partners at concentration $2/V$; in the box it has one possible partner, at concentration $1/V$.

**Strong binding.** For $\kappa\gg1$, it is more informative to compare the unpaired fractions:

$$1-p=\frac1{1+\kappa}\simeq\frac1\kappa,\qquad
1-x=\frac2{s+1}\simeq\frac1{\sqrt{2\kappa}} .$$

Their ratio is

$$\frac{1-x}{1-p}\simeq\sqrt{\frac{\kappa}{2}},$$

which grows without limit. If $K\propto\exp(E/kT)$ with constant $E$, the unpaired fraction varies as $\exp(-E/kT)$ in the box but as $\exp(-E/2kT)$ in the bulk. Reading a two-dopant experiment in this regime with the bulk law would therefore give an apparent binding energy of $2E$.

The absolute difference vanishes in both limits. Numerical maximization gives a largest bulk excess of $x-p=0.068$ at $\kappa=0.227$, and a largest bulk deficit of $p-x=0.110$ at $\kappa=8.43$.

### (d) Why the bulk argument fails, and $M$ dopants

Suppose $V$ holds $M$ dopants, of which $n_1=M-2m$ are single and $m$ pairs have formed. Larger clusters are excluded. Because singles are identical to one another, and so are pairs, the weight is

$$W_m=\frac{q_1^{n_1}q_2^m}{n_1!\,m!}.$$

Dividing by the weight without pairs, $q_1^M/M!$, and using $q_2/q_1^2=K/V$ gives

$$\frac{W_m}{W_0}=\frac{M!}{(M-2m)!\,m!}\left(\frac KV\right)^m .$$

For $M=2$ and $m=1$ this is $2K/V$, as in part (a).

An exact form of mass action follows by averaging $n_1(n_1-1)$. This factor cancels two factors of $n_1!$:

$$n_1(n_1-1)W_m=\frac{q_1^{n_1}q_2^m}{(n_1-2)!\,m!}.$$

Now compare with the state that has one more pair, $m'=m+1$ and $n_1'=n_1-2$. Its weight satisfies

$$m'W_{m'}=\frac{q_1^{n_1-2}q_2^{m+1}}{(n_1-2)!\,m!}
=\frac{q_2}{q_1^2}\,n_1(n_1-1)W_m .$$

Summing over all states and dividing by $\sum_m W_m$,

$$\boxed{\langle m\rangle=\frac KV\langle n_1(n_1-1)\rangle} .$$

Bulk mass action replaces $\langle n_1(n_1-1)\rangle$ by $\langle n_1\rangle^2$. For two dopants, $n_1$ is 2 with probability $1-p$ and 0 with probability $p$, so

$$\langle n_1(n_1-1)\rangle=2(1-p),\qquad
\langle n_1\rangle^2=4(1-p)^2 .$$

For $p<1$ these agree only at $p=1/2$. When pairing is rare, the square is too large because it lets a dopant react with itself. When pairing is common, the square is too small because singles come two at a time: if one is present, so is the other.

The replacement becomes accurate for many dopants. The table gives the paired fraction $2\langle m\rangle/M$ at fixed concentration, with $V$ enlarged in proportion to $M$ and with the values of $K$ from part (e).

| $M$ | 700 °C | 900 °C |
|---:|---:|---:|
| 2 | 0.874 | 0.577 |
| 3 | 0.622 | 0.488 |
| 4 | 0.803 | 0.531 |
| 10 | 0.762 | 0.540 |
| 1000 | 0.765 | 0.551 |
| bulk | 0.765 | 0.551 |

The approach is not monotonic. With three dopants at least one must remain single, so the paired fraction cannot exceed $2/3$.

### (e) Two donors in a silicon cube

The cube has side $10\times0.5431=5.431$ nm and volume $V=160.2$ nm³. It contains $N=8000$ sites, a site density of $n_s=49.94$ nm⁻³. Two donors correspond to $1.25\times10^{19}$ cm⁻³.

Without surfaces, each site has $z$ neighbours and each bond is shared by two sites, giving $zN/2$ pair positions. Measuring energy from separated donors, $q_1=N$ and $q_2=(zN/2)e^{E/kT}$. Thus

$$K=\frac{Vq_2}{q_1^2}=\frac{z}{2n_s}e^{E/kT},\qquad
\kappa=\frac{2K}{V}=\frac zN e^{E/kT}.$$

At 900 °C, $kT=0.10109$ eV and $e^{E/kT}=2734$. Hence

$$K=\frac{2\times2734}{49.94}=109.5\ \text{nm}^3=1.095\times10^{-19}\ \text{cm}^3,$$

$$\kappa=\frac{2\times109.5}{160.2}=1.367,\qquad
p=\frac{1.3668}{2.3668}=0.577 .$$

For the bulk result, $s=\sqrt{1+8(1.367)}=3.455$, and $x=2.455/4.455=0.551$. The three temperatures give:

| °C | $K$ (nm³) | $\kappa$ | $p$ | $x$ |
|---:|---:|---:|---:|---:|
| 700 | 556.7 | 6.951 | 0.874 | 0.765 |
| 900 | 109.5 | 1.367 | 0.577 | 0.551 |
| 1050 | 44.64 | 0.557 | 0.358 | 0.401 |

The mean number of active donors is $2(1-p)$. At 700 °C it is 0.25, whereas bulk mass action gives $2(1-x)=0.47$, nearly twice as many. At 1050 °C the order is reversed: 1.28 exactly, against 1.20 from the bulk law. These are averages over many equivalent boxes or over a long time; at any instant one box has either zero or two active donors.

The crossover follows from $\kappa=1$, or $e^{E/kT}=N/z=2000$:

$$kT=\frac{E}{\ln(N/z)},\qquad T=1221\ \text{K}=948\ ^\circ\text{C}.$$

For fixed $E$, a larger box moves this crossover to a lower temperature.

### (f) Validity of the numbers

**Excluded sites.** With periodic boundaries, two donors have $N(N-1)/2$ possible site pairs, of which $zN/2$ are neighbours. The lattice odds are therefore

$$\frac{(zN/2)e^{E/kT}}{N(N-1-z)/2}
=\kappa\frac{N}{N-5}=1.0006\,\kappa .$$

Counting the site pairs explicitly gives the same factor. This correction is negligible here.

**Surface.** A free cube has 14830 nearest-neighbour bonds instead of 16000. The pairing odds fall by a factor of 0.927, if surface pairs have the same binding energy as interior ones.

**Repulsion.** Two separated ionized donors repel, which lowers the weight of the separated state. If $U(r)$ is the repulsion and $\langle\cdots\rangle$ averages over separated site pairs in the free cube, the odds are multiplied by $1/\langle e^{-U/kT}\rangle$. For the bare Coulomb energy this factor is 1.48, giving $p=0.67$. With Debye screening by two electrons per box, the screening length is 2.29 nm, the factor is 1.13 and $p=0.61$. The latter is only an estimate: two electrons are few for a mean-field description, and thermally generated carriers are omitted. The electron concentration is about 0.06 of the bulk effective density of states, so non-degenerate screening is consistent when confinement of the electrons is ignored. Taken alone, this screened repulsion raises $p$ by about 0.03, as much as $p-x$ at 900 °C. Combined with the missing surface bonds it gives $p=0.59$, a net rise of only about 0.01. Repulsion would also alter the bulk prediction, which has not been recalculated here.

**Binding free energy.** Changing $E$ to 0.7 or 0.9 eV changes $p$ to 0.34 or 0.79. This uncertainty far exceeds the difference between the two counting laws at 900 °C. The comparison therefore needs the same, independently known $K$ in both.

**Fermi level.** If two positive donors capture two electrons to form a neutral pair, $K$ contains a factor $\exp(2E_F/kT)$. Raising the Fermi level $E_F$ by 10 meV then multiplies the odds by 1.22. Much larger shifts are possible. The intrinsic carrier density at 900 °C is only about $4\times10^{18}$ cm⁻³, so at this doping the donors themselves largely set $E_F$. It drops by roughly 0.12 eV between fully active and fully inactive donors, a factor of about 12 in $K$. For such pairs a constant $K$, in the box or in the bulk, requires $E_F$ to be held by an outside electron reservoir, as the problem assumes.

**Dopant number.** Separately doped boxes need not contain two donors each. If their number follows a Poisson distribution with mean 2, only 27% of boxes contain exactly two. At 900 °C and fixed box volume, the paired fraction of all donors is then 0.516, rather than 0.577, if only pairs can form.

**Time.** Treat one donor as an absorbing sphere of radius $r$, equal to the neighbour distance. The relative diffusivity of two moving donors is $2D$, and steady diffusive capture has the rate constant $4\pi(2D)r$. With one partner in $V$, the mean meeting time is approximately

$$t_{\rm on}=\frac{V}{8\pi Dr}.$$

Detailed balance makes the dissociation rate $1/(\kappa t_{\rm on})$. The relaxation rate is the sum of the forward and backward rates, so

$$\tau=\left[\frac1{t_{\rm on}}\left(1+\frac1\kappa\right)\right]^{-1}=p\,t_{\rm on}.$$

The rough diffusivity gives $\tau\approx1.4\times10^6$ s at 700 °C, 900 s at 900 °C and 12 s at 1050 °C. The capture formula ignores the walls and the discrete lattice. For random hops between the sites of the closed cube, the meeting time, and with it $\tau$, is about 1.3 times longer. The 700 °C equilibrium would take weeks to approach. A half-hour anneal at 900 °C therefore lasts between one and a half and two relaxation times, leaving roughly 14–23% of the initial departure from equilibrium at this nominal diffusivity. The remainder is very sensitive to $E_D$: with the lattice meeting time it is about 22%, but it becomes about 2% if $E_D$ is 0.1 eV lower and about 57% if it is 0.1 eV higher.

**Relation to real silicon.** The 0.80 eV is a round model value, not a measured arsenic binding energy. Inactive arsenic complexes can contain vacancies, so an effective $K$ is meaningful only if the vacancy supply is specified. In a device region without a diffusion barrier, donors can also enter and leave, which breaks the assumption of exactly two. For the ideal species used here, the average over such an open region follows the bulk law, which gives a paired fraction of 0.551 at 900 °C for a mean of two donors. The Poisson value of 0.516 applies instead to closed boxes whose donor numbers were fixed at random. If native point defects stay near their equilibrium concentrations, the estimated $\tau$ means that an anneal of a second or less does not reach equilibrium pairing even at 1050 °C. The kinetics and initial positions then determine the activation. Excess point defects left by ion implantation can speed up donor diffusion and shorten $\tau$, so this estimate does not carry over directly to implanted layers.

## Values computed for the example and the checks

```
lattice parameter = 0.5431 nm; cube side = 5.431 nm
volume V = 160.19 nm^3; sites N = 8000; V/2 = 80.10 nm^3
site density = 49.94 nm^-3
total dopant concentration = 1.248e+19 cm^-3
binding free energy = 0.80 eV; neighbours z = 4
700 C: T = 973.15 K; kT = 0.08386 eV; exp(E/kT) = 13901.6
  K = 556.73 nm^3 = 5.567e-19 cm^3; kappa = 6.9508
  exact p = 0.8742; bulk x = 0.7654; p - x = +0.1089
  mean active donors: exact 0.2515, bulk 0.4693
  p from explicit periodic lattice count = 0.8743
  rough D = 1.7e-19 cm^2/s; meeting time = 1.6e+06 s; relaxation = 1.4e+06 s
900 C: T = 1173.15 K; kT = 0.10109 eV; exp(E/kT) = 2733.7
  K = 109.48 nm^3 = 1.095e-19 cm^3; kappa = 1.3668
  exact p = 0.5775; bulk x = 0.5510; p - x = +0.0265
  mean active donors: exact 0.8450, bulk 0.8979
  p from explicit periodic lattice count = 0.5776
  rough D = 1.7e-16 cm^2/s; meeting time = 1.6e+03 s; relaxation = 9.0e+02 s
1050 C: T = 1323.15 K; kT = 0.11402 eV; exp(E/kT) = 1114.7
  K = 44.64 nm^3 = 4.464e-20 cm^3; kappa = 0.5573
  exact p = 0.3579; bulk x = 0.4005; p - x = -0.0427
  mean active donors: exact 1.2843, bulk 1.1989
  p from explicit periodic lattice count = 0.3580
  rough D = 7.8e-15 cm^2/s; meeting time = 3.5e+01 s; relaxation = 1.2e+01 s
crossover: T = 1221.4 K = 948.2 C
largest bulk excess: x-p = 0.0682 at kappa = 0.227
largest bulk deficit: p-x = 0.1096 at kappa = 8.43
paired fraction for M dopants at the same concentration:
  M = 2: 700 C 0.8742; 900 C 0.5775
  M = 3: 700 C 0.6219; 900 C 0.4881
  M = 4: 700 C 0.8033; 900 C 0.5309
  M = 10: 700 C 0.7617; 900 C 0.5405
  M = 100: 700 C 0.7648; 900 C 0.5500
  M = 1000: 700 C 0.7653; 900 C 0.5509
neglected effects at 900 C (factors multiply the pairing odds):
  excluded sites: factor 1.00063
  nearest-neighbour bonds: periodic 16000, free cube 14830
  missing surface bonds: factor 0.9268
  relative permittivity = 11.7; Debye length = 2.29 nm
  donor repulsion: bare factor 1.478, screened factor 1.130
  p with bare repulsion = 0.6688
  p with screened repulsion = 0.6069
  binding 0.7 eV: kappa = 0.508; p = 0.3370
  binding 0.9 eV: kappa = 3.675; p = 0.7861
  10 meV Fermi shift, two electrons: factor 1.219
  donor concentration / N_c = 0.057; N_c = 2.18e+20 cm^-3
  Poisson boxes, mean 2: P(exactly 2) = 0.2707; paired fraction = 0.5159
  rough diffusivity inputs: D0 = 0.07 cm^2/s, energy = 3.4 eV
```
